\section*{Troullier-Martins carbon orbitals and their kinetic-energy cutoffs at one millihartree}

\section*{Question}

A carbon atom in the configuration $1s^2\,2s^2\,2p^2$ is described by the non-relativistic, spin-unpolarized, spherically averaged local density approximation, with Slater exchange and Perdew--Wang correlation. This model omits the spin polarization of the real atom. Hartree atomic units are used. The radial orbital $u(r)=rR(r)$ is normalized by $\int_0^\infty u^2\,dr=1$ and obeys
\begin{equation}
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=\varepsilon u ,
\label{eq:radial}
\end{equation}
where $V$ contains the nuclear, Hartree and exchange-correlation potentials. At $r_c=1.5$ bohr the self-consistent solution gives
\[
V=-0.87862,\qquad V'=1.18333,\qquad V''=-2.24254,
\]
and, with the sign of $u$ chosen so that $u(r_c)>0$,
\begin{center}
\begin{tabular}{lcc}
 & $2s$ & $2p$\\
$\varepsilon$ & $-0.500806$ & $-0.199144$\\
$u(r_c)$ & $0.772484$ & $0.680872$\\
$u'(r_c)$ & $-0.264944$ & $-0.149756$\\
$\int_0^{r_c}u^2dr$ & $0.522413$ & $0.460799$
\end{tabular}
\end{center}

A Troullier--Martins orbital equals $u$ outside $r_c$. Inside, it is
\begin{equation}
u_{\rm ps}=r^{l+1}e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}.
\label{eq:form}
\end{equation}
The seven coefficients are fixed by continuity of $p$ and its first four derivatives at $r_c$, by the norm inside $r_c$, and by zero curvature of the pseudopotential at the origin.

\section*{(a) Potential and matching}

\textbf{Find the potential that belongs to $u_{\rm ps}$ and the values that $p$ and its derivatives must take at $r_c$.}

\subsection*{Answer}

Differentiating (\ref{eq:form}) gives
\[
\frac{u_{\rm ps}'}{u_{\rm ps}}=\frac{l+1}{r}+p' .
\]
Since $u''/u=(u'/u)'+(u'/u)^2$,
\[
\frac{u_{\rm ps}''}{u_{\rm ps}}
=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2
=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .
\]
Equation (\ref{eq:radial}), solved for the potential, reads $V_{\rm ps}=\varepsilon+\frac12u_{\rm ps}''/u_{\rm ps}-l(l+1)/(2r^2)$. The centrifugal terms cancel:
\begin{equation}
V_{\rm ps}=\varepsilon+\frac{l+1}{r}p'+\tfrac12\left(p''+p'^2\right).
\label{eq:vps}
\end{equation}
This is the screened pseudopotential, which still contains the Hartree and exchange-correlation terms.

Near and beyond $r_c$ the atomic orbital is positive, so $\ln(u/r^{l+1})$ exists there and obeys the same relation with $V$. The required values at $r_c$ are therefore
\begin{align}
p&=\ln\frac{u}{r_c^{\,l+1}},\qquad p'=\frac{u'}{u}-\frac{l+1}{r_c},\nonumber\\
p''&=2(V-\varepsilon)-\frac{2(l+1)}{r_c}p'-p'^2,\nonumber\\
p'''&=2V'+\frac{2(l+1)}{r_c^2}p'-\frac{2(l+1)}{r_c}p''-2p'p'',\nonumber\\
p''''&=2V''-\frac{4(l+1)}{r_c^3}p'+\frac{4(l+1)}{r_c^2}p''-\frac{2(l+1)}{r_c}p'''-2p''^2-2p'p'''.
\label{eq:match}
\end{align}
The last two lines are successive derivatives of the expression for $p''$, taken before setting $r=r_c$. The first line makes $u$ and $u'$ continuous; the other three make $V_{\rm ps}$, its slope and its curvature continuous.

For $2s$,
\begin{align*}
p&=\ln(0.772484/1.5)=-0.66361,\\
p'&=-0.34298-0.66667=-1.00964,\\
p''&=-0.75563+1.34619-1.01938=-0.4288 .
\end{align*}
For $2p$,
\begin{align*}
p&=\ln(0.680872/2.25)=-1.19531,\\
p'&=-0.21995-1.33333=-1.55328,\\
p''&=-1.35895+4.14208-2.41268=0.3705 .
\end{align*}
The same substitution gives $p'''=1.1750$, $p''''=-3.6125$ for $2s$ and $p'''=-0.2318$, $p''''=0.1375$ for $2p$.

Since $e^{p}$ cannot vanish, $u_{\rm ps}$ has no node inside $r_c$, but it keeps any node of $u$ beyond $r_c$. A nodeless pseudo-orbital therefore needs $r_c$ outside the outermost node. The $2s$ node lies at $0.38$ bohr and $2p$ has none, so $1.5$ bohr is allowed for both.

\section*{(b) The origin}

\textbf{Find the condition for zero curvature of $V_{\rm ps}$ at $r=0$, and the value of $V_{\rm ps}(0)$.}

\subsection*{Answer}

To the order needed, $p'=2c_2r+4c_4r^3$, $p''=2c_2+12c_4r^2$ and $p'^2=4c_2^2r^2$. Insertion in (\ref{eq:vps}) gives
\begin{align*}
V_{\rm ps}&=\varepsilon+(l+1)(2c_2+4c_4r^2)+c_2+6c_4r^2+2c_2^2r^2+O(r^4)\\
&=\varepsilon+(2l+3)c_2+2\left[(2l+5)c_4+c_2^2\right]r^2+O(r^4).
\end{align*}
Hence
\begin{equation}
c_4=-\frac{c_2^2}{2l+5},\qquad V_{\rm ps}(0)=\varepsilon+(2l+3)c_2 .
\label{eq:origin}
\end{equation}

\section*{(c) How many solutions?}

\textbf{Reduce the seven conditions to one equation in $C=c_2r_c^2$. How many solutions can it have?}

\subsection*{Answer}

For given $C$, (\ref{eq:origin}) fixes $c_4$. The five matching conditions are then linear in $c_0,c_6,c_8,c_{10},c_{12}$. Let $p_C$ be a solution, and put $s=r^2/r_c^2$. The difference $p_C-p_0$ is a polynomial of degree six in $s$ that vanishes at $s=1$ together with four derivatives. It therefore has the form
\[
p_C-p_0=(1-s)^5(\alpha+\beta s),\qquad (1-s)^5=1-5s+10s^2-\dots
\]
Its coefficient of $s$ must be $C$, and that of $s^2$ must be $c_4r_c^4=-A$, with $A=C^2/(2l+5)$:
\[
\beta-5\alpha=C,\qquad 10\alpha-5\beta=-A .
\]
Substituting $\beta=C+5\alpha$ in the second equation gives $-15\alpha-5C=-A$, so
\[
\alpha=-\frac C3+\frac A{15},\qquad \beta=-\frac{2C}3+\frac A3 ,
\]
\begin{equation}
p_C-p_0=(1-s)^5\left[-\frac C3(1+2s)+\frac{C^2}{15(2l+5)}(1+5s)\right].
\label{eq:family}
\end{equation}
If the coefficients of $s$ and $s^2$ are both zero, then $\alpha=\beta=0$. The linear system thus has a unique solution for each $C$.

What remains is norm conservation,
\[
\int_0^{r_c}r^{2l+2}e^{2p_C(r)}\,dr=\int_0^{r_c}u^2\,dr .
\]
For $0\le s<1$ the coefficient of $C^2$ in (\ref{eq:family}) is positive. At each radius $p_C$ is then strictly convex in $C$, and so is $e^{2p_C}$, because the exponential is increasing and convex. The left side is therefore strictly convex, and it tends to infinity for $C\to\pm\infty$. There are two solutions, one double solution, or none.

\section*{(d) The carbon orbitals}

\textbf{Solve for both orbitals, taking the solution with the smaller $|c_2|$. Compare the kinetic energies before and after pseudization.}

\subsection*{Answer}

A numerical root search finds two solutions for each orbital. Those with smaller $|c_2|$ are, in powers of bohr$^{-1}$,
\begin{center}
\begin{tabular}{lrr}
 & $2s$ & $2p$\\
$c_0$ & $-0.298690$ & $0.869561$\\
$c_2$ & $0.206306$ & $-1.324644$\\
$c_4$ & $-0.008512$ & $-0.250669$\\
$c_6$ & $-0.348445$ & $0.617036$\\
$c_8$ & $0.2303952$ & $-0.3285187$\\
$c_{10}$ & $-0.0604073$ & $0.0781736$\\
$c_{12}$ & $0.0058699$ & $-0.0071844$
\end{tabular}
\end{center}
The digits are kept because the terms cancel strongly. At $r_c$ the $2s$ terms add up to
\[
-0.29869+0.46419-0.04309-3.96901+5.90478-3.48339+0.76160=-0.66361,
\]
as part (a) requires. Equation (\ref{eq:origin}) is also satisfied: $-0.206306^2/5=-0.008512$ and $-1.324644^2/7=-0.250669$. The potentials at the origin are
\begin{align*}
2s:&\quad -0.5008+3(0.2063)=0.118\ \text{hartree},\\
2p:&\quad -0.1991+5(-1.3246)=-6.822\ \text{hartree}.
\end{align*}
The $p$ electron sees a deep well and the $s$ electron a slightly repulsive centre.

The other solutions have $c_2=7.29$ bohr$^{-2}$ for $2s$ and $11.71$ bohr$^{-2}$ for $2p$. Their kinetic energies, $0.581$ and $1.317$ hartree, exceed the $0.404$ and $1.162$ hartree of the chosen ones. In this sense the chosen orbitals are smoother.

The all-electron kinetic energies are $1.647$ hartree for $2s$ and $1.234$ hartree for $2p$. The fractions removed are
\[
2s:\ 1-\frac{0.4037}{1.6472}=75.5\%,\qquad
2p:\ 1-\frac{1.1617}{1.2340}=5.9\% .
\]
The $2s$ orbital is orthogonal to $1s$ and has a radial node; its pseudo-orbital has none. The $2p$ orbital has no $p$ core state below it and no radial node to lose.

\section*{(e) Missing kinetic energy}

\textbf{Express the kinetic energy lost when plane waves above $E_c=q_c^2/2$ are dropped. Show that each threshold between zero and the full kinetic energy has one cutoff.}

\subsection*{Answer}

Let $\phi=R(r)Y_{lm}(\hat{\mathbf r})$. The partial-wave expansion of $e^{-i\mathbf q\cdot\mathbf r}$ leaves one angular momentum:
\[
\tilde\phi(\mathbf q)=\frac{1}{(2\pi)^{3/2}}\int e^{-i\mathbf q\cdot\mathbf r}\phi\,d^3r
=\frac{4\pi(-i)^l}{(2\pi)^{3/2}}\,Y_{lm}(\hat{\mathbf q})\int_0^\infty r^2j_l(qr)R(r)\,dr .
\]
The prefactor has modulus $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, and $r^2R=ru$. Define
\begin{equation}
\tilde u(q)=\sqrt{\frac2\pi}\int_0^\infty u(r)\,qr\,j_l(qr)\,dr ,
\label{eq:bessel}
\end{equation}
so that $|\tilde\phi|^2=\tilde u^2|Y_{lm}|^2/q^2$. With $d^3q=q^2\,dq\,d\Omega$ the factors $q^2$ cancel and the angular integral is one. Hence $\int_0^\infty\tilde u^2dq=1$, and since a plane wave has kinetic energy $q^2/2$,
\begin{equation}
T=\frac12\int_0^\infty q^2\tilde u^2\,dq,\qquad
\Delta T(q_c)=\frac12\int_{q_c}^\infty q^2\tilde u^2\,dq .
\label{eq:tail}
\end{equation}
The truncated orbital is not renormalized. In a periodic cell the integral becomes a sum over reciprocal lattice vectors, which approaches (\ref{eq:tail}) for a large cell.

The derivative $d\Delta T/dq_c=-\frac12q_c^2\tilde u(q_c)^2$ is never positive. Because $u$ decays exponentially, $\tilde u$ is analytic on the real axis and has only isolated zeros. Thus $\Delta T$ falls strictly from $T$ to zero and takes each intermediate value once.

\section*{(f) The cutoffs}

\textbf{Find the cutoff at which $\Delta T=1$ millihartree per electron for each orbital. Which orbital fixes the common cutoff?}

\subsection*{Answer}

Numerical evaluation of (\ref{eq:bessel}) and (\ref{eq:tail}) gives $q_c=5.216$ bohr$^{-1}$ for $2s$ and $6.634$ bohr$^{-1}$ for $2p$. Therefore
\begin{align*}
E_c(2s)&=\tfrac12(5.216)^2=13.6\ \text{hartree}\quad(370\ \text{eV}),\\
E_c(2p)&=\tfrac12(6.634)^2=22.0\ \text{hartree}\quad(599\ \text{eV}).
\end{align*}
At the $2s$ cutoff, $2p$ still lacks $19.2$ millihartree. At the $2p$ cutoff, $2s$ lacks $0.52$ millihartree, which is within the threshold. The $2p$ orbital decides, and its cutoff is $1.62$ times that of $2s$.

As an independent test, the numerical check sums the kinetic energy over plane waves of a cubic cell, using a three-dimensional Fourier transform. For a cell side of $24$ bohr it finds $1.006$ and $0.993$ millihartree above the two cutoffs. The last digits depend on the cell, because the sum runs over discrete shells of reciprocal lattice vectors: for sides of $16$, $20$, $24$, $28$ and $32$ bohr the sums lie between $0.99$ and $1.03$ millihartree, so the agreement with the threshold is at the level of a few percent.

These cutoffs concern the truncation of fixed orbitals. In a self-consistent calculation the orbitals adjust to the basis and the potential energy changes too, so the total-energy error at the same cutoff is a different quantity.

\section*{(g) Threshold and radius}

\textbf{Does the conclusion of (f) survive a change of threshold or of $r_c$?}

\subsection*{Answer}

At $r_c=1.5$ bohr the cutoffs in hartree are
\begin{center}
\begin{tabular}{lcc}
threshold (millihartree) & $2s$ & $2p$\\
$10$ & $7.7$ & $15.7$\\
$1$ & $13.6$ & $22.0$\\
$0.1$ & $31.2$ & $28.7$
\end{tabular}
\end{center}
The order is reversed at $0.1$ millihartree, where $2s$ decides. Raising the cutoff from $13.6$ to $22.0$ hartree only halves the $2s$ error, whereas the $2p$ error falls from $19.2$ to $1$ millihartree. The slow fall is a plateau: $\tilde u$ of $2s$ changes sign near $q=6.0$ bohr$^{-1}$ (about $18$ hartree), where $d\Delta T/dq_c$ vanishes. The $2p$ orbital has its own plateau near $q=8.0$ bohr$^{-1}$ (about $32$ hartree), so the order changes more than once: at $0.03$ millihartree $2p$ decides again ($35.8$ hartree for $2s$, $44.0$ for $2p$), and at $0.01$ millihartree $2s$ does ($52.1$ against $49.1$). The total kinetic energy therefore does not settle the order of the cutoffs. The tail itself must be computed.

For a threshold of $1$ millihartree, the dependence on the radius is
\begin{center}
\begin{tabular}{lcc}
$r_c$ (bohr) & $2s$ (hartree) & $2p$ (hartree)\\
$1.3$ & $17.9$ & $27.1$\\
$1.5$ & $13.6$ & $22.0$\\
$1.7$ & $10.6$ & $18.3$
\end{tabular}
\end{center}
At these three radii $2p$ decides. Enlarging the $2s$ radius alone to $1.7$ bohr leaves the common cutoff at $22.0$ hartree; enlarging the $2p$ radius alone lowers it to $18.3$ hartree. The price is that the orbital is altered over a larger region. The maximum of the all-electron $2p$ orbital $u(r)$, at $1.19$ bohr, already lies inside $r_c$, so the accuracy of a larger radius in a molecule or solid needs a separate check.

\section*{Table of computed values}
\begin{verbatim}
LDA total energy of C: -37.42437 hartree
virial residual: 7.4e-10 hartree
matching radius rc: 1.5 bohr; threshold: 1.0 millihartree
2s eigenvalue: -0.500806 hartree; from TM: -0.500805
2s outer peak: 1.216 bohr; nodes (bohr): 0.381
2s u(rc), u'(rc) (a.u.): 0.772484 -0.264944
2s norm inside rc: 0.522413
2s V, V', V'' at rc (a.u.): -0.87862 1.18333 -2.24254
2s p to p'''' at rc (a.u.): -0.66361 -1.00964 -0.42881 1.17504 -3.61253
2s c0 c2 c4 c6 (a.u.): -0.298690 0.206306 -0.008512 -0.348445
2s c8 c10 c12 (a.u.): 0.2303952 -0.0604073 0.0058699
2s TM potential at origin: 0.1181 hartree
2s rejected c2: 7.2903 bohr^-2; its T: 0.5809 hartree
2s T all-electron: 1.64718 hartree; T pseudo: 0.40368
2s T pseudo from momentum integral: 0.40368 hartree
2s fraction of T removed: 75.5 percent
2s cutoff wave number: 5.216 bohr^-1
2s cutoff: 13.60 hartree = 370 eV
2s plane-wave sum above cutoff: 1.0058 millihartree
2p eigenvalue: -0.199144 hartree; from TM: -0.199145
2p outer peak: 1.190 bohr; nodes (bohr): none
2p u(rc), u'(rc) (a.u.): 0.680872 -0.149756
2p norm inside rc: 0.460799
2p V, V', V'' at rc (a.u.): -0.87862 1.18333 -2.24254
2p p to p'''' at rc (a.u.): -1.19531 -1.55328 0.37045 -0.23178 0.13751
2p c0 c2 c4 c6 (a.u.): 0.869561 -1.324644 -0.250669 0.617036
2p c8 c10 c12 (a.u.): -0.3285187 0.0781736 -0.0071844
2p TM potential at origin: -6.8224 hartree
2p rejected c2: 11.7081 bohr^-2; its T: 1.3167 hartree
2p T all-electron: 1.23403 hartree; T pseudo: 1.16165
2p T pseudo from momentum integral: 1.16165 hartree
2p fraction of T removed: 5.9 percent
2p cutoff wave number: 6.634 bohr^-1
2p cutoff: 22.00 hartree = 599 eV
2p plane-wave sum above cutoff: 0.9932 millihartree
2p error at 2s cutoff: 19.199 millihartree
2s error at 2p cutoff: 0.5197 millihartree
ratio of cutoffs 2p/2s: 1.62
cutoffs at 10.0 millihartree, 2s and 2p (hartree): 7.73 15.69
cutoffs at 1.0 millihartree, 2s and 2p (hartree): 13.60 22.00
cutoffs at 0.1 millihartree, 2s and 2p (hartree): 31.20 28.74
cutoffs at rc = 1.3 bohr, 2s and 2p (hartree): 17.86 27.12
cutoffs at rc = 1.5 bohr, 2s and 2p (hartree): 13.60 22.00
cutoffs at rc = 1.7 bohr, 2s and 2p (hartree): 10.64 18.30
\end{verbatim}
